# Layer dipoles from Wannier centres in a finite insulating chain

## What symmetry fixes

A dipole is a charge times a length. If a layer carries total charge $Q$ and the origin is moved so that every coordinate grows by $a$, its dipole changes by $Qa$. A layer therefore has a dipole of its own only if $Q=0$. A rule that divides a stack into layers with dipoles of their own must therefore give each layer just enough electrons to balance its cores.

Inversion gives a second condition. A dipole changes sign under inversion, so a layer that is its own mirror image, in surroundings that are mirrored too, has none. In a stack of two such materials, dipoles can then appear only near the interface and the two surfaces.

Finally, a dipole $p$ repeated once per area $A$ changes the laterally averaged potential by an amount of the form $p/(\varepsilon_0A)$. Its coefficient and sign are derived below.

Electron densities spill over layer boundaries, so cutting the density there does not in general give neutral layers, least of all at an interface. Wannier functions can: each is a filled orbital with a definite centre, and its two electrons can be assigned whole.

## One layer by hand

Take a layer O–M–O with planes at $-b,0,b$ and one orbital per plane, $|L\rangle,|M\rangle,|R\rangle$. The oxygen level is $0$, the cation level is $\Delta>0$, and the hopping from M to each oxygen is $t>0$. The core charges are $+4e$ on M and $0$ on O, with $e>0$ and electron charge $-e$. Four electrons fill the two lowest orbitals. Electrons are independent, and the position matrix $X$ is taken diagonal, with the plane coordinates as entries.

Mirror symmetry suggests the combinations
$$|A\rangle=\frac{|L\rangle-|R\rangle}{\sqrt2},\qquad |S\rangle=\frac{|L\rangle+|R\rangle}{\sqrt2}.$$
The hoppings from M cancel in $|A\rangle$, which stays at energy $0$. They add in $|S\rangle$, so $\langle S|H|M\rangle=\sqrt2\,t$. Write the lower mixture of $S$ and $M$ as $|B\rangle=\cos\theta|S\rangle-\sin\theta|M\rangle$. Its energy is
$$E(\theta)=\Delta\sin^2\theta-\sqrt2\,t\sin2\theta ,$$
and $dE/d\theta=\Delta\sin2\theta-2\sqrt2\,t\cos2\theta=0$ gives
$$\tan2\theta=\frac{2\sqrt2\,t}{\Delta},\qquad \cos2\theta=\frac{\Delta}{\sqrt{\Delta^2+8t^2}} .$$
The empty orbital is $|C\rangle=\sin\theta|S\rangle+\cos\theta|M\rangle$, at
$$E_C=\tfrac12\left(\Delta+\sqrt{\Delta^2+8t^2}\right).$$

Now write $X$ between the filled orbitals. Since $X|L\rangle=-b|L\rangle$, $X|R\rangle=b|R\rangle$ and $X|M\rangle=0$, we have $X|S\rangle=-b|A\rangle$. Hence $\langle A|X|A\rangle=\langle B|X|B\rangle=0$, while $\langle A|X|B\rangle=-b\cos\theta$. In the basis $(A,B)$,
$$PXP=\begin{pmatrix}0&-b\cos\theta\\-b\cos\theta&0\end{pmatrix},$$
where $P$ projects on the filled orbitals. The eigenvalues are the centres
$$c_\pm=\pm b\cos\theta .$$
The left function is $(|A\rangle+|B\rangle)/\sqrt2$, with amplitudes $\frac12(1+\cos\theta)$ on L, $-\frac1{\sqrt2}\sin\theta$ on M and $-\frac12(1-\cos\theta)$ on R. It is an oxygen orbital with a tail on the cation.

For $t\to0$ the centres sit on the oxygens, the ionic limit. For $\Delta\to0$, $\theta\to45^\circ$ and they move in to $\pm b/\sqrt2$. In both cases $c_++c_-=0$, so the dipole vanishes, as inversion requires.

For the hafnia-like parameters $\Delta=5$ eV, $t=2$ eV and $b=0.0736$ nm, $\cos2\theta=5/\sqrt{57}=0.662$. Thus $\cos^2\theta=(1+0.662)/2=0.831$, $\sin^2\theta=0.169$, and the centres are at $\pm0.0671$ nm. For the silica-like parameters $\Delta=8$ eV, $t=2.8$ eV and $b=0.100$ nm, $\cos^2\theta=0.855$ and the centres are at $\pm0.0925$ nm.

## Moving one oxygen

Let the left oxygen move outwards by $s$, to $-b-s$. Its hopping to M weakens to $t_L=te^{-\beta s}$, while $t_R=t$. There is one empty orbital, so $P=1-|C\rangle\langle C|$ and it is enough to know $C$. Its eigenvalue equations on the oxygens are $E_Cc_L=t_Lc_M$ and $E_Cc_R=t_Rc_M$. After normalization its oxygen weights are
$$w_{L,R}=\frac{t_{L,R}^2}{E_C^2+t_L^2+t_R^2}.$$
Each oxygen holds $2(1-w)$ electrons. The cation is at the origin and contributes nothing, so
$$\frac pe=2(b+s)(1-w_L)-2b(1-w_R)=2s(1-w_L)+2b(w_R-w_L).$$
At $s=0$ both weights equal $w=\frac12\sin^2\theta$, half the weight of $S$ in $C$. To first order in $s$, $t_R^2-t_L^2=2\beta s\,t^2$, so $w_R-w_L=2\beta s\,w$. Therefore
$$\frac{p}{e}\simeq s\left[\,2-\sin^2\theta+2b\beta\sin^2\theta\,\right].$$
The first two terms are the static oxygen charge carried along rigidly. The last is electron flow: the weakened bond returns electrons to the departing oxygen, while the other oxygen gives up a smaller number to the cation. Because the displacement is $-s$, the dynamical charge is
$$Z^*=\frac{dp}{d(-s)}=-e\left[2-\sin^2\theta+2b\beta\sin^2\theta\right].$$
With $\beta=10$ nm$^{-1}$ the hafnia-like layer has static charge $-1.83e$ and flow term $-2(0.0736)(10)(0.169)e=-0.25e$, so $Z^*\simeq-2.08e$.

## The general method

Consider any finite neutral chain with real orthonormal orbitals, cores $Z_Ie$ at $X_I$, a symmetric position matrix $X$, and doubly filled orbitals with projector $P$. Let $Q=1-P$.

**Direct dipole.** In a field $F$ along $+x$ an electron has extra energy $+eFX$ and a core $-Z_IeFX_I$. The total energy is
$$E(F)=2\sum_{i}^{\rm filled}\epsilon_i(F)-eF\sum_IZ_IX_I .$$
By the Hellmann–Feynman theorem $d\epsilon_i/dF=e\langle i|X|i\rangle$, so at $F=0$
$$p=-\frac{dE}{dF}=e\Big[\sum_IZ_IX_I-2\,\mathrm{Tr}(PX)\Big].$$

**Best localized orbitals.** For any orthonormal basis $|n\rangle$ of the filled space define the total spread
$$\Omega=\sum_n\left[\langle n|X^2|n\rangle-\langle n|X|n\rangle^2\right].$$
Insert $1=P+Q$ between the two factors of $X$:
$$\langle n|X^2|n\rangle=\langle n|XQX|n\rangle+\sum_m|X_{mn}|^2 .$$
The term $m=n$ cancels the subtracted square, leaving
$$\Omega=\mathrm{Tr}(PXQX)+\sum_{m\ne n}|X_{mn}|^2 .$$
The first term does not depend on the choice of basis. The second is not negative, and it vanishes when $X$ is diagonal within the filled space. Diagonalizing $PXP$ there thus gives the least spread along the chain, without iteration. This works because one coordinate is involved; the projected matrices of $x$, $y$ and $z$ do not in general commute, and then no basis diagonalizes all three.

**Sum rule.** The trace over the filled space is the same in every basis, so $\sum_nc_n=\mathrm{Tr}(PX)$. If layer $\ell$ receives its cores and as many centres as make it neutral,
$$p_\ell=e\Big[\sum_{I\in\ell}Z_IX_I-2\sum_{n\in\ell}c_n\Big],\qquad \sum_\ell p_\ell=p .$$
The sum rule holds for any $P$, with or without a large gap, so it cannot show that the individual terms mean anything. Their meaning comes from locality.

**Locality.** $P$ is a function of $H$ equal to 1 on the filled levels and 0 on the empty ones. If a gap separates two bounded energy intervals, polynomials of degree $k$ approximate this function on them with an error that falls exponentially with $k$. In a nearest-neighbour chain a polynomial of degree $k$ in $H$ connects planes at most $k$ steps apart. So $P$ decays exponentially with distance, and a distant change of $H$ hardly alters it. A closing gap, or a partly filled surface level inside it, removes the argument. That the layer dipoles inherit this locality is checked numerically below.

**Grouping.** Neutrality does not choose the layers uniquely. Suppose each cation is given the right-hand centre of its own layer and the left-hand centre of the next. The bulk groups are still neutral but now have a large dipole, and charges of $-2e$ and $+2e$ are left at the two ends. The mirror-symmetric O–M–O group makes the bulk terms vanish and so isolates the interface.

The algorithm has four steps:

1. Diagonalize $H$ and keep the filled eigenvectors as columns of a matrix $V$.
2. Diagonalize $V^{T}XV$; its eigenvalues are the centres.
3. Sort the centres into neutral layers and check that they lie between the boundary planes.
4. Form each $p_\ell$ and compare the sum with $p$ from site charges or from $-dE/dF$.

**Potential step.** Let planes of charge $q_i$ per area $A$ lie at $x_1<\dots<x_N$, with no field outside. By Gauss's law the field between planes $i$ and $i+1$ is $K_i/(\varepsilon_0A)$, where $K_i=\sum_{j\le i}q_j$. The potential rise from left to right is
$$\Delta\phi=-\frac{1}{\varepsilon_0A}\sum_{i=1}^{N-1}K_i(x_{i+1}-x_i).$$
Collect the coefficient of each $x_i$ and use $K_i-K_{i-1}=q_i$. The sum becomes $K_Nx_N-\sum_iq_ix_i$, and neutrality makes $K_N=0$. Hence
$$\Delta\phi=\frac{p}{\varepsilon_0A}.$$
The potential rises in the direction of the dipole.

## A silica–hafnia chain

Eight silica-like layers stand on the left and eight hafnia-like layers on the right. The hafnia planes have the spacing of fluorite (111) planes, with area $A=0.1126$ nm² per chain. The silica layers are 0.400 nm thick and idealized. The oxygen level of silica lies 1 eV below that of hafnia. Neighbouring layers are joined by O–O hoppings of 0.3 eV in silica and 0.5 eV in hafnia. At the interface the mean, 0.4 eV, becomes 0.408 eV when the facing hafnia oxygen is moved 0.002 nm towards silica. This displacement is chosen, not calculated.

The facing hafnia layer has its cation at 0.14722 nm and its centres at 0.07808 and 0.21432 nm. Its dipole is
$$\frac{p_\ell}{e}=4(0.14722)-2(0.07808+0.21432)=0.0041\ \text{nm}.$$
The right-hand centre is 0.0671 nm from the cation, the value found by hand. In the facing silica layer the distances are both 0.0925 nm, again as found by hand.

The cores contribute $-13.51057\,e$ nm and the electrons $+13.51469\,e$ nm. These large numbers depend on the origin; their sum, $0.004111\,e$ nm, does not. The layer dipoles and $-dE/dF$ give the same value to all printed digits. The total spread equals its invariant part, 0.01938 nm². Sixteen isolated layers, each with $b^2\sin^2\theta$ from the matrix element $\langle A|X|C\rangle$, would give 0.0189 nm².

Separating the four outermost layers at each end gives
$$-0.000013+0.004052+0.000072=0.004111\ e\,\text{nm}$$
for silica surface, interface and hafnia surface. The direct dipole alone could not provide this division. Two tests support it: the end layers agree with those of pure slabs within $10^{-6}\,e$ nm, and the layers midway between interface and surface have dipoles below 1% of the interface value.

Raising the first oxygen level of a 16-layer silica-like chain by 1 eV changes the third layer's dipole by $3.5\times10^{-10}\,e$ nm. The same change in a 16-layer gapless chain, with equal levels, equal hoppings of 2 eV and planes 0.1 nm apart, changes it by $0.083\,e$ nm. The sum rule survives there, but the layer terms have lost their local meaning.

### Where the interface dipole comes from

Without the displacement the interface dipole is $-0.000118\,e$ nm. The displacement adds $0.00417\,e$ nm; the one-layer formula gives $2.08\times0.002=0.00416\,e$ nm. In the chain the static charge of the moved oxygen is $-1.84e$ and its dynamical charge $-2.09e$, close to the hand values of $-1.83e$ and $-2.08e$. Most of this interface dipole is therefore ionic displacement with the electrons that follow it.

The contribution of unlike materials is small because mixing two filled orbitals leaves $P$ unchanged. Only mixing with empty orbitals matters. To second order in the O–O hopping $\tau$, the number of electrons passing from the filled orbitals $v$ of one facing layer into the orbital $C$ of the other is
$$n=2\tau^2w_C\sum_v\frac{w_v}{(E_C-E_v)^2},$$
where $w_C$ and $w_v$ are weights on the facing oxygens. With the isolated-layer orbitals and $\tau=0.408$ eV, about $4.2\times10^{-4}$ electrons pass from silica to hafnia and $2.6\times10^{-4}$ the other way. The net value, $1.5\times10^{-4}$, agrees with the layer charges from site populations, $+0.00014e$ in silica and $-0.00016e$ in hafnia. This transfer accounts for only about half of the undisplaced dipole. With the interface hopping set to zero the two facing surfaces are free, and by mirror symmetry they already carry $0.000013-0.000072=-0.000059\,e$ nm.

These small charges spoil a division by site populations. Moving the origin by 10 nm would change the silica layer's dipole by $0.0014\,e$ nm, a third of the interface dipole. The Wannier layers are neutral and do not change.

## From dipole to voltage

With $\varepsilon_0=0.05526\,e/(\text{V nm})$, $\varepsilon_0A=0.00622\,e$ nm/V. The bare interface step is
$$\Delta\phi=\frac{0.004052}{0.00622}=0.65\ \text{V},$$
with the hafnia side at the higher potential. This step is measured between reference levels set by the neutral Wannier layers of each bulk. It is not the step of the cell-averaged potential, which also contains the quadrupole of each bulk layer. For the plane charges of this chain, the potential between layers steps by 0.68 V. The cell average lies 7.45 V above that level in silica and 5.41 V above it in hafnia, so the cell-averaged step is $-1.36$ V. These bulk terms do not depend on the interface, so a change of the interface dipole changes every one of these steps by the same amount.

This step is bare because the electrons have not responded to the field it creates. Let the source polarization be $P_0$ in a medium of electronic susceptibility $\chi$, with no free charge and no external field. Then $D=\varepsilon_0\mathcal E+P_0+\varepsilon_0\chi\mathcal E=0$, so $\mathcal E=-P_0/[\varepsilon_0(1+\chi)]$. In a uniform medium the step is therefore divided by $\varepsilon=1+\chi$. Rough electronic permittivities of 2 for silica and 4 for hafnia give 0.33 and 0.16 V. A macroscopic permittivity is only a rough estimate for a region one layer thick, where the field varies strongly from plane to plane.

The model's own permittivity follows from the hand example. The field mixes $C$ into $A$ with amplitude $-eF\langle C|X|A\rangle/E_C$, while $\langle C|X|B\rangle=0$. The mean position of $A$ moves by $-2eFb^2\sin^2\theta/E_C$. Two electrons of charge $-e$ then give the polarizability
$$\alpha=\frac{4e^2b^2\sin^2\theta}{E_C},\qquad \varepsilon=1+\frac{\alpha}{\varepsilon_0Ad},$$
for layer thickness $d$. This gives 1.24 for silica and 1.32 for hafnia; the full chains give 1.25 and 1.35. These values assume a uniform field. Letting the field vary self-consistently from plane to plane lowers the chain values to 1.20 and 1.27, a fall of about a fifth in $\varepsilon-1$, and they are not the factor that screens a source inside a single layer. Both are well below the rough real values. With one orbital per plane, the model keeps only four of the twelve oxygen 2p electrons in each formula unit.

## Fluctuations and other neglected effects

An interface oxygen also vibrates. For an oscillator of mass $M$ and quantum $\hbar\omega$,
$$\langle u^2\rangle=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}.$$
For an oxygen mass, $\hbar\omega=0.05$ eV and 358 K, the rms displacement is 0.0062 nm, three times the static shift. The linear part of $p(u)$ averages to zero, and the quadratic part changes the mean dipole by about 1% of the interface value.

If this oxygen vibrates independently in each of $N$ cells, its motion alone gives the instantaneous bare step, averaged over the gate, an rms fluctuation of
$$\sigma=\frac{|Z^*|\sqrt{\langle u^2\rangle}}{\varepsilon_0A\sqrt N}.$$
A gate of 20 nm by 20 nm covers 3552 cells, which gives 0.035 V. The other ions near the interface also vibrate and carry dynamical charges; if they move independently, the full fluctuation is larger. The vibration period $2\pi/\omega$ is about 0.08 ps, so a slower measurement averages this away. Frozen disorder remains: an independent static scatter of 0.002 nm in the position of this oxygen would give an rms scatter of $0.035\times0.002/0.0062=0.011$ V among otherwise equal gates, before screening. If groups of $g$ cells move together, $N$ becomes $N/g$ and $\sigma$ grows by $\sqrt g$.

A field of 5 MV/cm, taken as equal in both oxides, changes the two facing layers by $0.0006\,e$ nm, 15% of the interface dipole, with the ions held fixed. This is mainly ordinary dielectric polarization: the isolated-layer $\alpha$ gives nearly the same amount. The ions respond more. The oscillator above has force constant $M\omega^2\approx960$ eV/nm², so this field alone moves the interface oxygen by about 0.0011 nm and changes the dipole by $0.0023\,e$ nm, over half the interface value. A field of this size is also of the order of the breakdown field of hafnia films. In a real stack the larger static permittivity of hafnia makes the field there several times smaller than in silica. The 2.8 V across the chain is below its 5.7 eV gap divided by $e$, so the filled space remains defined. Off-diagonal position elements of 0.01 nm on the M–O bonds change the interface dipole by 6% if they are held fixed, and by 11% if the one on the stretched bond decays like the hopping. The thermal carrier factor $\exp(-E_g/2k_BT)$ is about $10^{-40}$.

## Beside a real gate stack

The slab gaps of 9.3 and 5.7 eV are of the rough size found in silica and hafnia, because the parameters were chosen for that. Flat-band shifts attributed to dipoles between such oxides are roughly some tenths of a volt. The screened step falls in this range, but the chosen oxygen shift sets its size, so this is no prediction. The 3.2 nm of silica is thick for a scaled stack, where the interlayer is roughly 0.5 to 1 nm. For a 3 eV barrier and mass $0.5\,m_e$, the density tail of an electrode state through 3.2 nm is $4\times10^{-18}$. The same exponential gives about $4\times10^{-6}$ at 1 nm and $2\times10^{-3}$ at 0.5 nm. At the thin end of that range the silica is only about one model layer, in direct contact with the electrode, and the electrode must then be included in the calculation. Real oxide interfaces are also disordered and often amorphous, so the layers lack the mirror symmetry used here. Of the broken assumptions sized here, the missing electronic screening moves the result most: the rough permittivities take it from 0.65 V to between 0.33 and 0.16 V. Relaxation of the other ions is not estimated. The numerical output below lists the individual layer dipoles.

## Table of computed values

```
columns: thickness, O-M distance (nm), O level, M level,
         M-O hopping, O-O hopping (eV)
silica-like: 0.4000 0.1000 -1.0000 7.0000 2.8000 0.3000
hafnia-like: 0.2944 0.0736 0.0000 5.0000 2.0000 0.5000
layers of each oxide: 8
area per chain: 0.1126 nm2
oxygen shift: 0.0020 nm; hopping decay: 10.0 /nm
O-O hopping at interface, shifted: 0.4081 eV
gap silica slab: 9.291 eV
gap hafnia slab: 5.702 eV
gap whole chain: 5.720 eV
facing silica layer, O M O planes (nm): -0.30000 -0.20000 -0.10000
  its Wannier centres (nm): -0.29249 -0.10748
  its charge by site populations: 0.00014 e
facing hafnia layer, O M O planes (nm): 0.07161 0.14722 0.22084
  its Wannier centres (nm): 0.07808 0.21432
  its charge by site populations: -0.00016 e
layer dipoles, left to right (1e-3 e nm):
  layers 1-4: -0.01280 0.00001 0.00000 -0.00000
  layers 5-8: -0.00000 -0.00000 -0.00000 -0.04709
  layers 9-12: 4.09574 0.00334 0.00001 0.00000
  layers 13-16: -0.00000 -0.00000 -0.00034 0.07234
sum of layer dipoles: 0.00411120 e nm
direct, cores: -13.51057443 e nm
direct, electrons: 13.51468562 e nm
direct, total: 0.00411120 e nm
from -dE/dF: 0.00411120 e nm
total spread: 0.019382 nm2; invariant: 0.019382 nm2
silica surface dipole: -0.000013 e nm
interface dipole: 0.004052 e nm
hafnia surface dipole: 0.000072 e nm
interface dipole without shift: -0.000118 e nm
bare step, whole chain: 0.6605 V
bare step, interface: 0.6510 V
oxygen charge, static: -1.8356 e
oxygen charge, dynamical: -2.0875 e
third-layer change, end level +1 eV, gapped: 3.5e-10 e nm
same, gapless chain: 8.3e-02 e nm
model permittivity silica, hafnia: 1.245, 1.348
interface step / rough permittivity 2: 0.326 V
interface step / rough permittivity 4: 0.163 V
off-diagonal x of 0.01 nm changes interface: 0.000237 e nm
5 MV/cm changes facing layers: 0.000626 e nm
voltage across chain in that field: 2.78 V
rms O vibration (0.05 eV, 358 K): 0.00625 nm
vibration shifts mean dipole by: 0.000045 e nm
cells under 20 nm x 20 nm gate: 3552
instantaneous rms of bare step over gate: 0.0351 V
thermal carrier factor exp(-gap/2kT): 5.5e-41
tail through silica (3 eV, mass 0.5): 3.6e-18
```
